# The Burton-Cabrera-Frank Spiral Law and Its Crossover from Quadratic to Linear, part 2

A crystal face grows by a spiral step of height $h$ that starts at one screw dislocation. At supersaturation $s\ll1$ its growth rate $R$ follows the Burton-Cabrera-Frank law

$$R=C\,\frac{s^2}{s_1}\tanh\frac{s_1}{s} \tag{1}$$

Adatoms diffuse with coefficient $D$ and desorb after a mean lifetime $\tau$ unless a step captures them. Their density is $c$, in equilibrium $c_{\rm eq}$; $w=c/c_{\rm eq}-1$ and $x_s=\sqrt{D\tau}$. An atom occupies the area $\Omega$, $\gamma$ is the step free energy per length, $T$ the temperature in energy units, and $\Gamma=\gamma\Omega/T$. The critical radius is

$$\rho_c=\frac{\Gamma}{\ln(1+s)}=\frac{\Gamma}{s}\left(1+\frac{s}{2}+\dots\right)\approx\frac{\Gamma}{s}. \tag{6}$$

Below, $\rho_c$ denotes $\Gamma/s$. Between straight steps at $x=\pm l/2$, where $w=0$,

$$x_s^2\,w''-w+s=0. \tag{8}$$

$$w(x)=s\left[1-\frac{\cosh(x/x_s)}{\cosh(l/2x_s)}\right]. \tag{9}$$

The step speed is

$$v_\infty=2\Omega c_{\rm eq}\,s\,\frac{x_s}{\tau}\tanh\frac{l}{2x_s}. \tag{11}$$

For a step with radius of curvature $\rho$,

$$w_{\rm step}\approx\frac{\Gamma}{\rho}. \tag{12}$$

$$v=v_\infty\left(1-\frac{\rho_c}{\rho}\right). \tag{13}$$

Equation (13) is derived for $\rho\gg x_s$; elsewhere it is a closure, a simplifying assumption. For an isolated circular step, with $z=\rho/x_s$ and modified Bessel functions $I_0$, $K_0$, the current relative to that into an isolated straight step is

$$\kappa_{\rm loop}(z)=\frac{1}{2z\,I_0(z)K_0(z)}. \tag{15}$$

In polar coordinates the spiral is $\theta=\omega t-f(r)$, with $\psi=rf'(r)$. Under (13) it rotates steadily at $\omega=0.33096$, in units of $v_\infty/\rho_c$, with spacing $l=\Lambda\rho_c$, $\Lambda=2\pi/\omega=18.985$. An Archimedean trial spiral with the correct central curvature has spacing $4\pi\rho_c$ but is not a steady solution. The growth rate follows:

$$R=\frac{h}{2\pi}\,\frac{\omega v_\infty}{\rho_c}=\frac{h\,v_\infty}{l}, \tag{20}$$

$$U=\frac{l}{2x_s},\qquad C=\frac{h\,\Omega c_{\rm eq}}{\tau}, \tag{22}$$

$$R=C\,s\,\frac{\tanh U}{U}. \tag{23}$$

$$U=\frac{\Lambda\Gamma}{2x_s\,s}=\frac{s_1}{s},\qquad s_1=\frac{\Lambda\Gamma}{2x_s}=\frac{\Lambda\gamma\Omega}{2x_sT}, \tag{24}$$

Step motion may be neglected in the diffusion problem because

$$\frac{v_\infty x_s}{D}=2\Omega c_{\rm eq}\,s\tanh\frac{s_1}{s}\le2\Omega c_{\rm eq}\,s_1 . \tag{25}$$

### What the hyperbolic tangent counts

The factor $\tanh U/U$ has a direct meaning. Per unit area, atoms are deposited at the rate $F=(1+s)c_{\rm eq}/\tau$ and desorb at the rate $(1+\langle w\rangle)c_{\rm eq}/\tau$, where $\langle w\rangle$ is the terrace average of the excess. The difference, $(s-\langle w\rangle)c_{\rm eq}/\tau$, must end in the steps. To average (9), use

$$\frac1l\int_{-l/2}^{l/2}\cosh\frac{x}{x_s}\,dx=\frac{2x_s}{l}\sinh\frac{l}{2x_s}=\frac{\sinh U}{U}. \tag{26}$$

Division by $\cosh U$ gives $\langle w\rangle=s(1-\tanh U/U)$, and therefore

$$\eta\equiv\frac{s-\langle w\rangle}{s}=\frac{\tanh U}{U}=\frac{R}{Cs}. \tag{27}$$

So $\eta$ is the fraction of the excess flux $s\,c_{\rm eq}/\tau$ that the steps capture, and $Cs$ is the growth rate if all of it is captured. The two sides of (27), one from the average density and the other from the slope at the steps, were tested against each other on a discretized terrace. Since $\tanh U\le U$, the law never asks for more than the supply. The bare quadratic law does so as soon as $s>s_1$.

### The two limits

For $s\ll s_1$, $U$ is large. Dividing numerator and denominator of $\tanh U$ by $e^U$,

$$\tanh U=\frac{1-e^{-2U}}{1+e^{-2U}}=1-2e^{-2U}+\dots, \tag{28}$$

so that

$$R=\frac{C s^2}{s_1}\left(1-2e^{-2s_1/s}+\dots\right). \tag{29}$$

Within (1) the correction is exponentially small, because the overlap of the diffusion fields of two distant steps is exponentially small. The corrections left out of (1), namely the relative $s/2$ of (6) and the effect of a finite $x_s/\rho_c$ at the centre of the spiral, are not exponentially small, and at small $s$ they are the larger ones. Here one factor of $s$ comes from the speed of each step and the other from their number per unit length, $1/l=s/(\Lambda\Gamma)$.

For $s\gg s_1$, $U$ is small. The series of $\sinh$ and $\cosh$ give

$$\tanh U=\frac{U+U^3/6+\dots}{1+U^2/2+\dots}=U-\frac{U^3}{3}+\dots, \tag{30}$$

and hence

$$R=Cs\left(1-\frac{s_1^2}{3s^2}+\dots\right). \tag{31}$$

The correction now falls only as a power of $s_1/s$. Its form rests on $l\propto1/s$. Within (1) the difference $Cs-R\approx Cs_1^2/(3s)$ itself decreases, so the straight line that the curve approaches passes through the origin.

It is instructive to see which factor of $s$ has been lost. In this limit (11) becomes

$$v_\infty\to2\Omega c_{\rm eq}\,s\,\frac{x_s}{\tau}\,\frac{s_1}{s}=2\Omega c_{\rm eq}\,s_1\,\frac{x_s}{\tau}, \tag{32}$$

a constant. A larger supersaturation offers more atoms per unit area, but the terraces that feed each step shrink in the same proportion. With $l\propto1/s$ the steps still become denser as $s$ grows, but they no longer become faster. This is a property of the closure: in this limit (11) gives $v_\infty\propto s\,l$, so a spacing that falls more slowly than $1/s$ lets the speed go on rising.

The asymptotes $Cs^2/s_1$ and $Cs$ are equal at $s=s_1$. There the true rate is $\tanh1=0.762$ times either of them. This is a smooth crossover: $s_1$ marks the point where the asymptotes intersect, and nothing singular happens there.

### The local exponent

The slope of a logarithmic plot of $R$ against $s$ gives the crossover in a form free of the prefactor. From (23),

$$\ln R=\ln C+\ln s+\ln\tanh U-\ln U. \tag{33}$$

The chain rule needs

$$\frac{d\ln\tanh U}{d\ln U}=\frac{U}{\tanh U\,\cosh^2U}=\frac{U}{\sinh U\cosh U}=\frac{2U}{\sinh2U}. \tag{34}$$

It is worth allowing, for a moment, a more general spacing $l\propto s^{-p}$ with $p>0$. Then $d\ln U/d\ln s=-p$, and

$$n\equiv\frac{d\ln R}{d\ln s}=1+p\left(1-\frac{2U}{\sinh2U}\right). \tag{35}$$

For the spiral, $p=1$ and

$$n=2-\frac{2U}{\sinh2U},\qquad U=\frac{s_1}{s}. \tag{36}$$

The ratio $\sinh y/y=1+y^2/6+\dots$ has a series with positive coefficients only, so it increases with $y$. As $s$ rises, $U$ falls, $2U/\sinh2U$ rises towards one, and $n$ falls steadily from 2 to 1. At $s=s_1$ it is $2-2/\sinh2=1.45$.

Equation (35) separates what depends on the spiral from what does not. At large $U$ the exponent is $1+p$, so the quadratic law is evidence for a spacing inversely proportional to $s$. At small $U$ the exponent is 1 for every $p$: once the steps capture everything, their spacing no longer matters. Both statements were tested with $p=1/3$, for which the diffusion calculation gives exponents close to $4/3$ and 1 at the two ends. The upper end of that test lies at a formal value of $s$ far above one, and it checks the algebra of (35), not a physical state.

### A numerical example

Take round parameters that belong to no particular material: $T=0.1$ eV, $\gamma=0.02$ eV/Å, $\Omega=9$ Å$^2$, $h=3$ Å, $x_s=2000$ Å and $\Omega c_{\rm eq}=0.001$. Times are counted in units of $\tau$. The capillary length and the rate constant are

$$\Gamma=\frac{0.02\times9}{0.1}\ \text{Å}=1.8\ \text{Å},\qquad C=3\times0.001\ \text{Å}/\tau=0.003\ \text{Å}/\tau, \tag{37}$$

and the crossover lies at

$$s_1=\frac{18.985\times1.8}{2\times2000}=0.00854. \tag{38}$$

This is a supersaturation of a little under one per cent. The bound (25) is $2\times0.001\times0.00854=1.7\times10^{-5}$, so the stationary treatment of diffusion is safe.

At $s=s_1$ the critical radius is $1.8/0.00854=211$ Å and the spacing is $18.985$ times as large, 4000 Å, which is $2x_s$ as it should be. Equation (11) gives the step speed $2\times0.001\times0.00854\times2000\times0.762=0.0260$ Å$/\tau$, and (20) gives

$$R=\frac{3\times0.0260}{4000}\ \text{Å}/\tau=1.95\times10^{-5}\ \text{Å}/\tau. \tag{39}$$

The same steps at other supersaturations lead to these values, with the spacing $l=\Lambda\rho_c$ imposed and the rates taken from the discretized diffusion problem on one terrace. They, and the figures quoted after the table, describe the law (1); the last subsection says how far the full diffusion field departs from them:

| $s/s_1$ | $l$ (Å) | $R$ (Å$/\tau$) | $\eta$ | $n$ |
|---|---|---|---|---|
| 0.1 | 40000 | $2.56\times10^{-7}$ | 0.100 | 2.00 |
| 0.3 | 13333 | $2.30\times10^{-6}$ | 0.299 | 1.98 |
| 1 | 4000 | $1.95\times10^{-5}$ | 0.762 | 1.45 |
| 3 | 1333 | $7.42\times10^{-5}$ | 0.965 | 1.07 |
| 10 | 400 | $2.55\times10^{-4}$ | 0.997 | 1.01 |

Between the first and last rows $s$ grows by a factor of 100 and $R$ by a factor of about 1000. The quadratic law would have given 10000, ten times what the supply allows. The step speed rises from 0.0034 to 0.0341 Å$/\tau$ over the same range, but from $3s_1$ to $10s_1$ it changes by only about 3%, as (32) leads one to expect.

The exponent passes $3/2$ at $0.92\,s_1$. The rate is 5% below the quadratic law at $0.55\,s_1$ and 5% below the linear law at $2.5\,s_1$. By this measure the crossover occupies a factor of about 4.6 in supersaturation.

The value of $\Lambda$ matters on one side of the crossover. With the Archimedean value $4\pi$ in place of 18.985, $s_1$ would be 0.00565. In the quadratic regime, where $R\propto1/s_1$, the predicted rate would be too large by the factor $18.985/12.566=1.51$. Far into the linear regime, where $R\to Cs$, the effect of the choice vanishes.

### How far the law can be trusted

For the derivation to cover the linear regime, there must be room between $s_1$ and one, because $s\ll1$ was used in (6) and (12). By (24), $s_1\ll1$ means that $x_s$ must be much larger than $\Lambda\Gamma/2\approx9.5\,\Gamma$. In the example this is 17 Å against 2000 Å, and the condition is well met. At $10s_1$, where $s=0.085$, the full critical radius in (6) exceeds $\Gamma/s$ by 4.2%. Within (1) the effect on $R$ is much smaller, since for $l\ll2x_s$ the rate depends only weakly on the spacing.

A stricter limit comes from the local velocity law (13), which was derived for $\rho_c\gg x_s$. From $l=\Lambda\rho_c$ and (24),

$$\frac{\rho_c}{x_s}=\frac{2U}{\Lambda}=\frac{2}{\Lambda}\,\frac{s_1}{s}\approx0.105\,\frac{s_1}{s}, \tag{40}$$

so the condition reads $s\ll0.1\,s_1$. The quadratic law with its coefficient is thus derived deep in its own regime. The ratio (15), evaluated at the critical radius, shows what happens beyond. It is 0.94 at $0.1\,s_1$, 1.12 at $0.3\,s_1$, 1.99 at $s_1$ and 10.2 at $10\,s_1$. The first value lies at the minimum of (15), near $z=1.07$, from which the ratio rises towards one at large radius; the later growth is that of a loop smaller than $x_s$. These numbers belong to an isolated loop. They are not errors of $R$, because the inner part of a spiral also competes with its own outer turns for adatoms. By (40), however, $\rho_c/x_s$ is already 1.05 at $0.1\,s_1$, so in no row of the table does the derivation of (13) cover the centre.

What happens at the centre can be found exactly. In two dimensions the step enters (8) as a line sink of strength $\tau v/(\Omega c_{\rm eq})$, and the response to a unit point sink at distance $d$ is $K_0(d/x_s)/(2\pi x_s^2)$. For a spiral that rotates rigidly at the angular rate $2\pi R/h$, the normal speed times the arc element is $(2\pi R/h)\,r\,dr$ whatever the shape, because the factors $\sqrt{1+\psi^2}$ cancel. At the centre $d=r$, and $\int_0^\infty K_0(r/x_s)\,r\,dr=x_s^2$, so that

$$w(0)=s-\frac{R}{C}=s\,(1-\eta). \tag{41}$$

By (12) the radius of curvature of the pinned end is then $\rho_c/(1-\eta)$. It equals $\rho_c$ only while the steps capture a small part of the supply. For $l\ll x_s$, $1-\eta\approx l^2/12x_s^2$, and a spacing proportional to this radius obeys $l^3\propto\Gamma x_s^2/s$, that is $p=1/3$ in (35). A numerical solution for the steady spiral in the full field, with the parameters of the example, stays within 2% of the table in $l$ and $R$ up to $0.3\,s_1$. It gives $l\approx6000$ Å, $\eta\approx0.60$ at $s_1$ and $l\approx2300$ Å, $\eta\approx0.90$ at $10\,s_1$, and the step speed more than doubles between $3s_1$ and $10s_1$.

The consequences differ for the various parts of (1). The quadratic limit stands on the derivation. The linear limit needs less than the closure does: by (23), $R$ approaches $Cs$ whenever the spacing becomes small compared with $2x_s$, whatever law it follows. By (41) the spacing shrinks more slowly than the closure says, so the linear limit is approached later and more slowly than in (31). The shape of the curve between the limits, including the exponent 1.45 at $s_1$ and the width of the crossover, the correction in (31) and the constant speed (32) all follow from $U=s_1/s$. They belong to the closure and not to the full diffusion problem. If a treatment of the full diffusion field around the spiral gave another spacing $l(s)$, equation (23) would still convert it into a growth rate, provided that the outer turns remain a uniform train of nearly straight steps.

The remaining conditions are those of the model. The spiral must be the source of the steps, so (1) does not cover a face on which new layers also start from islands. The steps must take up atoms fast and from both sides, since otherwise the condition $w=0$ no longer holds at both edges of a terrace, and the captured fraction (27) changes. The values of the law (1) behind this example, with the intermediate quantities, are in the numerical output.

## Computed results

```
thermal energy T = 0.100 eV
step free energy gamma = 0.020 eV/angstrom
area per atom Omega = 9.0 angstrom^2
step height h = 3.0 angstrom
diffusion length x_s = 2000 angstrom
equilibrium coverage Omega*c_eq = 0.0010
capillary length Gamma = 1.800 angstrom
rate constant C = 0.0030 angstrom per tau
omega by shooting = 0.330958 v_inf/rho_c
omega by time evolution = 0.33096 v_inf/rho_c
Lambda = 2 pi/omega = 18.985
Archimedean trial value 4 pi = 12.566
crossover supersaturation s1 = 0.008543
s1 with the trial value 4 pi = 0.005655
bound on v x_s/D = 1.709e-05
Table A: s/s1, s, rho_c=Gamma/s [angstrom], spacing [angstrom], step speed [angstrom/tau]
    0.1 0.000854   2106.94    40000.0 0.00342
    0.3 0.002563    702.31    13333.3 0.01023
    1.0 0.008543    210.69     4000.0 0.02603
    3.0 0.025630     70.23     1333.3 0.03296
   10.0 0.085432     21.07      400.0 0.03406
Table B: s/s1, R [angstrom/tau], captured fraction, exponent, loop factor at rho_c
    0.1 2.5629e-07 0.1000 2.0000 0.937
    0.3 2.3008e-06 0.2992 1.9830 1.123
    1.0 1.9519e-05 0.7616 1.4486 1.992
    3.0 7.4162e-05 0.9645 1.0704 4.106
   10.0 2.5544e-04 0.9967 1.0066 10.165
full critical radius/(Gamma/s) at 10 s1 = 1.0421
R/(either asymptote) at s1 = 0.7616
exponent 3/2 reached at s/s1 = 0.9186
R 5% below quadratic law at s/s1 = 0.5459
R 5% below linear law at s/s1 = 2.5034
shortfall from quadratic law at 0.3 s1 = 0.00254
shortfall from linear law at 10 s1 = 0.00332
spacing ~ s^(-1/3): exponent at 0.001 s1 = 1.3333
spacing ~ s^(-1/3): exponent at 10000 s1 (formal) = 1.0005
```
